# Perfect Transfer Length in an Array of Five Coupled Waveguides

## Problem

Five identical, lossless waveguides lie side by side. Each carries one mode, and only nearest neighbours exchange light. The coupling between guides $n$ and $n+1$ is

$$C_n=\kappa_0\sqrt{n(5-n)},\qquad n=1,2,3,4,$$

where $\kappa_0>0$ is a constant with the dimension of inverse length. Light enters guide 1 alone at $z=0$.

(a) Find the shortest length $L$ at which all the power is in guide 5, and all other such lengths.

(b) Find the supermodes of the array and use them to explain the transfer. Where does light go if it enters another guide?

(c) Can five guides with four equal couplings give perfect transfer from end to end?

(d) How much power is missing from guide 5 if the length or the common coupling scale is slightly wrong, or if all guides have the same propagation loss?

(e) Evaluate $L$ for $\kappa_0=20\ \mathrm{mm^{-1}}$. Take silicon strips in silica, 450 nm wide and 220 nm high, at a wavelength of 1550 nm. Find gaps that give the required couplings in an effective-index model, and estimate the main effects left out of the ideal array.

## Solution

### Equations and conventions

The field varies as $e^{i(\beta z-\omega t)}$. All guides have the same propagation constant $\beta$, so the common factor $e^{i\beta z}$ can be removed. The remaining amplitudes $a_n(z)$ are normalised so that $|a_n|^2$ is the fraction of the input power in guide $n$. They obey

$$\frac{da_n}{dz}=i\left(C_{n-1}a_{n-1}+C_na_{n+1}\right),\qquad a_n(0)=\delta_{n1}.$$

The formula for $C_n$ gives $C_0=C_5=0$, so the equations for the end guides need no separate rule. In matrix form, $d\mathbf a/dz=iM\mathbf a$ with $M$ real and symmetric. Therefore

$$\frac{d}{dz}\,\mathbf a^\dagger\mathbf a=\mathbf a^\dagger(iM-iM)\mathbf a=0,$$

and the total power stays equal to 1.

### (a) The transfer length

Write $k=n-1$, so that $k$ runs from 0 to 4, and let $c=\cos\kappa_0z$ and $s=\sin\kappa_0z$. Try

$$a_{k+1}=\sqrt{\binom4k}\;c^{4-k}(is)^k .$$

At $z=0$ only the $k=0$ term survives and equals 1, as required. For the derivative, use $dc/dz=-\kappa_0s=i\kappa_0(is)$ and $d(is)/dz=i\kappa_0c$. The product rule gives

$$\frac{d}{dz}\left[c^{4-k}(is)^k\right]=i\kappa_0\left[(4-k)c^{3-k}(is)^{k+1}+k\,c^{5-k}(is)^{k-1}\right].$$

The first term has the powers of $c$ and $is$ that belong to $a_{k+2}$, and the second has those of $a_k$. The square-root factors must now be compared. From

$$\binom4{k+1}=\binom4k\frac{4-k}{k+1}$$

it follows that

$$\sqrt{(k+1)(4-k)}\,\sqrt{\binom4{k+1}}=(4-k)\sqrt{\binom4k}.$$

Since $C_{k+1}=\kappa_0\sqrt{(k+1)(4-k)}$, the first term of the derivative, multiplied by $\sqrt{\binom4k}$, is $iC_{k+1}a_{k+2}$.

For the second term, use

$$\binom4{k-1}=\binom4k\frac{k}{5-k},$$

which gives

$$\sqrt{k(5-k)}\,\sqrt{\binom4{k-1}}=k\sqrt{\binom4k}.$$

Since $C_k=\kappa_0\sqrt{k(5-k)}$, this term is $iC_ka_k$. The trial amplitudes therefore satisfy all five equations. A linear initial-value problem has one solution, so this is the solution.

In the last guide, $k=4$ and

$$a_5=(is)^4=\sin^4\kappa_0z,\qquad P_5=|a_5|^2=\sin^8\kappa_0z.$$

Perfect transfer requires $|\sin\kappa_0z|=1$. The positive lengths that satisfy this are

$$z=(2m+1)L,\quad m=0,1,2,\ldots,\qquad \boxed{L=\frac{\pi}{2\kappa_0}}.$$

Between 0 and $L$ the sine rises steadily, so $P_5$ does too. At $2L$ the light is back in guide 1.

The quantity that fixes the length is $\kappa_0$, which is not itself one of the four couplings. The outer coupling is $C_1=2\kappa_0$ and the inner one is $C_2=\sqrt6\,\kappa_0$, so equivalent forms are

$$L=\frac{\pi}{C_1}=\frac{\sqrt6\,\pi}{2C_2}.$$

### (b) The supermodes and the mirror image

A supermode is a pattern $\mathbf v$ with $M\mathbf v=\lambda\kappa_0\mathbf v$. It keeps its shape and acquires the phase $e^{i\lambda\kappa_0z}$. The couplings in units of $\kappa_0$ are $2,\sqrt6,\sqrt6,2$. They read the same from either end, so the supermodes can be chosen even or odd under reflection about guide 3.

An odd pattern has the form $(x,y,0,-y,-x)$. Its first two rows give

$$\lambda x=2y,\qquad \lambda y=2x.$$

Hence $\lambda^2=4$ and $\lambda=\pm2$.

An even pattern has the form $(x,y,w,y,x)$, with

$$\lambda x=2y,\qquad \lambda y=2x+\sqrt6\,w,\qquad \lambda w=2\sqrt6\,y.$$

If $\lambda=0$, then $y=0$ and $w=-2x/\sqrt6$, which is an allowed pattern. If $\lambda\ne0$, put $x=2y/\lambda$ and $w=2\sqrt6\,y/\lambda$ into the middle equation. This gives $\lambda^2=4+12=16$, so $\lambda=\pm4$.

The five values are thus $-4,-2,0,2,4$. At $\kappa_0L=\pi/2$ the phase factor is $e^{i\lambda\pi/2}$. It equals $+1$ for the even patterns ($\lambda=0,\pm4$) and $-1$ for the odd ones ($\lambda=\pm2$).

Keeping the even part of a field and reversing its odd part produces its mirror image. After the length $L$, therefore,

$$a_n(L)=a_{6-n}(0)$$

for any input. Light entering guide 2 leaves from guide 4, and light entering guide 3 returns to guide 3. An input spread over several guides is reflected with its relative phases intact.

### (c) Four equal couplings

Let every coupling be $C$. The patterns

$$v_n^{(j)}=\frac1{\sqrt3}\sin\frac{nj\pi}{6},\qquad j=1,\ldots,5,$$

vanish at the fictitious guides 0 and 6. The identity $\sin(\theta-\phi)+\sin(\theta+\phi)=2\cos\phi\sin\theta$, with $\phi=j\pi/6$, shows that they are supermodes with eigenvalues $2C\cos(j\pi/6)$. These are $\sqrt3C,\ C,\ 0,\ -C,\ -\sqrt3C$.

The contribution of mode $j$ to transfer from guide 1 to guide 5 has the weight

$$v_1^{(j)}v_5^{(j)}=\frac{(-1)^{j+1}}3\sin^2\frac{j\pi}6,$$

which takes the values $\tfrac1{12},-\tfrac14,\tfrac13,-\tfrac14,\tfrac1{12}$. Adding the modes with their phases gives

$$a_5=\frac13-\frac12\cos Cz+\frac16\cos\sqrt3\,Cz.$$

The largest conceivable magnitude is $\frac13+\frac12+\frac16=1$. Because the constant term is positive, reaching it requires $\cos Cz=-1$ and $\cos\sqrt3Cz=+1$ together. Then $Cz$ is an odd multiple of $\pi$ and $\sqrt3Cz$ an even multiple, which would make $\sqrt3$ a ratio of integers. Since $\sqrt3$ is irrational, perfect transfer does not occur at any finite length.

For a numerical comparison, hold $C$ at the largest coupling of the graded array, $\sqrt6\,\kappa_0$, and search lengths from 0 to $2L$. The best $P_5$ found is 0.942. This figure belongs to the chosen range. At greater lengths the two conditions are met approximately; near $Cz=15\pi$, where $15\sqrt3\simeq25.98$ is close to an even integer and $z\simeq12.25L$, $P_5$ exceeds 0.999. The grading of the couplings removes this shortfall by making the supermode spacing uniform.

### (d) Errors of length and coupling, and common loss

If the array has length $L+\delta$, then $\kappa_0(L+\delta)=\pi/2+\kappa_0\delta$ and

$$P_5=\cos^8\kappa_0\delta\simeq1-4(\kappa_0\delta)^2.$$

The last form follows from $\cos x\simeq1-x^2/2$ raised to the eighth power, and it holds for $|\kappa_0\delta|\ll1$. There is no linear term because $P_5$ is at its maximum.

If instead the length is kept at $L$ and all couplings are multiplied by $1+\varepsilon$, the argument of the sine becomes $\pi/2+\pi\varepsilon/2$. Therefore

$$P_5=\cos^8\frac{\pi\varepsilon}{2}\simeq1-\pi^2\varepsilon^2 .$$

A 1% error of the common scale costs about 0.1% of the input power, and a 7% error costs nearly 5%.

Equal loss in every guide adds $-\alpha a_n/2$ to each equation. The substitution $a_n=e^{-\alpha z/2}b_n$ removes this term and leaves the lossless equations for $b_n$. The output is then $P_5(L)=e^{-\alpha L}$: common loss lowers the power without spoiling the distribution.

### (e) A silicon array

**Length and couplings.** With $\kappa_0=20\ \mathrm{mm^{-1}}$,

$$L=\frac{\pi}{2\times20\ \mathrm{mm^{-1}}}=0.07854\ \mathrm{mm}=78.54\ \mathrm{\mu m}.$$

The outer couplings are $2\times20=40.00\ \mathrm{mm^{-1}}$ and the inner ones $\sqrt6\times20=48.99\ \mathrm{mm^{-1}}$. Halfway along, $c^2=s^2=\frac12$, so the powers are $\binom4k/16$, or 0.0625, 0.25, 0.375, 0.25, 0.0625. The light is then centred on guide 3.

A length error of 2 µm gives $\kappa_0\delta=0.04$ and an estimated missing power of $4(0.04)^2=0.0064$. Direct evaluation gives 0.00638.

**Gaps.** The model takes 3.48 for silicon and 1.444 for silica as its input indices. A horizontal slab 220 nm thick is solved first. Its effective index, 2.852, then serves as the core index $n_c$ of vertical slabs of width $w=450$ nm, surrounded by silica of index $n_s$.

Let $k_v=2\pi/\lambda_v$, where $\lambda_v$ is the vacuum wavelength, and define $h=\sqrt{k_v^2n_c^2-\beta^2}$ and $q=\sqrt{\beta^2-k_v^2n_s^2}$. Consider two such slabs with gap $g$. In the left core, measure $x$ from the outer wall and write the scalar field as $\psi=\cos(hx-\varphi)$. Outside, $\psi$ grows as $e^{qx}$ towards the wall. Continuity of $\psi'/\psi$ at $x=0$ gives $h\tan\varphi=q$.

In the gap, the even field is a hyperbolic cosine about the centre and the odd field a hyperbolic sine. At the inner wall, $\psi'/\psi=-qt$, with $t=\tanh(qg/2)$ for the even mode and $t=\coth(qg/2)$ for the odd one. Since $\psi'/\psi=-h\tan(hw-\varphi)$ there, the fundamental modes satisfy

$$hw=\arctan\frac qh+\arctan\frac{qt}{h}.$$

Two equal guides with coupling $C$ have supermodes at $\beta\pm C$, so $C=(\beta_{\rm even}-\beta_{\rm odd})/2$. Solving for the two required couplings gives an outer gap of 301.4 nm and an inner gap of 278.2 nm. A finite-difference solution of the outer pair returns $40.00\ \mathrm{mm^{-1}}$, which checks the solution of this model but not the model itself. These slabs are not strictly single-mode: a second lateral mode is also guided in this model, and the real strip guides a mode of vertical polarisation as well. The array equations describe the fundamental modes only and assume that the launch excites nothing else.

The two gaps also show how steeply the coupling falls. A change of 23.2 nm alters it by the factor 1.225, whose logarithm is 0.203, so the decay length is about $23.2/0.203\simeq114$ nm. Widening every gap by 1 nm thus lowers all couplings by about 0.9%, which by the formula in (d) costs a little under 0.1% of the power.

**Beyond nearest neighbours.** Solving all five slabs together, for the scalar field, includes coupling between more distant guides, the overlap of neighbouring guide modes, and the shift of each guide's propagation constant by its neighbours. With the isolated mode of guide 1 launched and the output projected onto that of guide 5, the transfer at $L$ is 0.989. The best length nearby is 78.51 µm and gives the same 0.989, so the missing 1.1% is not a length error. This calculation does not separate the three contributions. The size of the loss depends on the model: with the side-wall condition of the next paragraph, the five slabs at the same gaps transfer about 0.996.

**The side-wall condition.** The strip mode considered here has a mainly lateral electric field, normal to the side walls. For such a field in a slab, the magnetic field $\psi$ and $\psi'/n^2$ are continuous, so $q$ is replaced by $(n_c/n_s)^2q$ in both arctangents. At the same gaps the couplings become 40.34 and $48.46\ \mathrm{mm^{-1}}$, and the nearest-neighbour array still transfers 0.9995 at $L$.

This close agreement belongs to these gaps. The normal-field coupling is larger than the scalar one at 301.4 nm and smaller at 278.2 nm, so the two curves cross in between. Their slopes differ, and the agreement should not be carried over to other gaps.

**Width errors.** A width error changes a guide's propagation constant. An error common to all guides adds the same phase to every amplitude and does no harm through this detuning; differences between guides do. A common error still changes the couplings: at fixed gaps, with the normal-field condition, the outer coupling falls by about 0.9% per nanometre of added width, and the formula in (d) gives the cost. If the centres of the guides stay fixed instead, each gap narrows as the guides widen, and the net fall is only about 0.1% per nanometre. A common error of the strip height has no such compensation: in the same model it lowers the couplings by 0.8 to 0.9% per nanometre of added height. The detuning is $3.18\ \mathrm{mm^{-1}}$ per nanometre in the scalar model and $6.91\ \mathrm{mm^{-1}}$ per nanometre with the normal-field condition. The second value is about a third of $\kappa_0$. Both are effective-index values; a vector solution of the actual cross-section gives about $8.7\ \mathrm{mm^{-1}}$ per nanometre, for which the mean transfer in the test below would be about 0.935.

For independent errors of 1 nm rms, with the couplings held at their ideal values, the mean transfer is 0.991 in the scalar model and 0.958 with the normal-field condition. In the latter case, one sample in twenty falls below about 0.895. The mean losses, 0.009 and 0.042, differ by a factor of about 5. Within the rounding of these losses, this is consistent with the squared ratio of detunings, $(6.91/3.18)^2=4.7$. A quadratic law is expected for small detunings, because $P_5$ has its maximum value of 1 at zero detuning.

**Wavelength, temperature and loss.** The next figures use scalar couplings between neighbours, with the gaps and the length held fixed.

- At 1530 nm the outer coupling falls to $37.32\ \mathrm{mm^{-1}}$ and the transfer to 0.959. At 1570 nm the coupling rises to $42.79\ \mathrm{mm^{-1}}$ and the transfer is 0.955. The material indices are held fixed here. A longer wavelength gives a less tightly confined mode in this model, and hence stronger coupling.
- Heating by 50 K, with a rough silicon index change of $1.8\times10^{-4}$ per kelvin, lowers the outer coupling to $39.38\ \mathrm{mm^{-1}}$. The transfer is 0.998. This scalar figure understates the effect: with the normal-field condition the coupling falls by about 2.3% instead of 1.6%, and the transfer is about 0.995.
- A rough propagation loss of 2 dB/cm gives $2\times0.007854=0.0157$ dB over $L$, leaving 0.996 of the power.

**What a real device changes.** Fabricated guides are not exactly identical. For the assumed 1 nm of independent width error, the normal-field estimate lowers the mean transfer from 1 to about 0.96. With the same normal-field condition, a 20 nm change of wavelength alters the couplings by 9 to 10% and lowers the transfer to 0.91–0.92 at fixed material indices, or 0.90–0.92 with their dispersion included. This is about twice that loss, though less than twice the width loss of 0.065 found with the vector detuning; the scalar figures above understate it.

The effective-index model overestimates the coupling of these strips, and its gaps are not a design. A vector solution of the actual cross-section gives couplings near 27.6 and $33.5\ \mathrm{mm^{-1}}$ at the gaps found above, a little over 30% below the targets; both still fall by about $0.15\ \mathrm{mm^{-1}}$ when the mesh is refined from 10 to 5 nm. The transfer at $L$ would then be only about 0.36, and the gaps would have to be roughly 45 nm narrower. A design needs such a vector mode calculation. The relation $L=\pi/(2\kappa_0)$ does not depend on how the couplings are obtained, provided they have the stated ratios, the guides are matched, coupling beyond neighbours is negligible, and the power is low enough for nonlinear absorption and the intensity dependence of the index to be ignored. The main effective-index values of this part are collected in the numerical output below.

## Computed values

```
coupling scale kappa0 = 20.0 1/mm
couplings 1-2, 2-3, 3-4, 4-5 = 40.00, 48.99, 48.99, 40.00 1/mm
transfer length L = 78.54 um = 0.07854 mm
P5 at L, matrix exponential = 1.00000000
powers in guides 1 to 5 at L/2 = 0.0625, 0.2500, 0.3750, 0.2500, 0.0625
eigenvalues / kappa0 = -4.00, -2.00, 0.00, 2.00, 4.00
equal couplings, best P5 from 0 to 2L = 0.9424
length error = 2.0 um
power missing from guide 5, direct = 0.00638
power missing from guide 5, estimate = 0.00640
wavelength = 1550 nm
guide width, height = 450, 220 nm
rough indices silicon, silica = 3.48, 1.444
vertical slab effective index = 2.8517
outer gap, inner gap = 301.4, 278.2 nm
outer coupling from grid = 40.00 1/mm
five-slab model, P5 at L = 0.9887
five-slab model, best length = 78.51 um
five-slab model, best P5 = 0.9887
detuning per nm width, scalar = 3.18 1/mm
1 nm rms widths, scalar: mean P5 = 0.991
  5th percentile P5 = 0.977
detuning per nm width, normal field = 6.91 1/mm
1 nm rms widths, normal field: mean P5 = 0.958
  5th percentile P5 = 0.895
at 1530 nm: outer coupling = 37.32 1/mm
at 1530 nm: P5 at L = 0.9586
at 1570 nm: outer coupling = 42.79 1/mm
at 1570 nm: P5 at L = 0.9551
rough silicon index change per K = 1.8e-04 1/K
heating = 50 K: outer coupling = 39.38 1/mm
heated array: P5 at L = 0.99776
rough propagation loss = 2.0 dB/cm
loss over L = 0.0157 dB
output power fraction with loss = 0.99639
normal field: outer coupling = 40.34 1/mm
normal field: inner coupling = 48.46 1/mm
normal field, same gaps: P5 at L = 0.9995
```
